# Thomas-Fermi Screening and the Effective Work Function of a Capped Metal Gate

## A shift that is 90% gone after 2 bohr

Take a gate made of two metals with work functions 0.16 hartree (inner metal, next to the dielectric) and 0.18 hartree (thick cap). With no inner metal, the dielectric sees 0.18 hartree. With 2.0 bohr of inner metal, about 0.1 nm, the model below gives 0.1620 hartree: nine tenths of the difference has disappeared. In this Thomas-Fermi model the length that governs this is the screening length of the inner metal, here 0.90 bohr; quantum size oscillations, which the model omits, are taken up near the end. This appendix derives the dependence on thickness, its prefactor, and the limits within which it can be used.

## Model and definitions

The dielectric fills $x<0$, the inner metal (index 1) fills $0<x<t$, and the cap (index 2) fills $x>t$ and is thick compared with its own screening length. Interfaces are sharp and flat. Each metal is a free-electron gas on a uniform positive background of density $n_i$; its bound electrons enter through a permittivity $\varepsilon_i$. Hartree atomic units are used, so Poisson's equation carries a factor $4\pi$ and the vacuum permittivity does not appear.

The two metals are in electrical contact and share one Fermi level, taken as the zero of energy. Let $U(x)$ be the local vacuum level: the electrostatic energy of an electron, offset in each metal so that $U=W_i$ deep inside metal $i$, where $W_i$ is its work function. The effective work function is
$$W_{\rm eff}=U(0)\quad\text{at zero field in the dielectric.}$$
The zero-field condition is the flat-band condition. By Gauss's law it also means that the gate as a whole is neutral.

Two short-range dipoles may be present. One at the metal-metal contact makes the level jump:
$$U(t^+)=U(t^-)+\Delta .$$
One at the dielectric surface, assumed independent of $t$ and of the cap, adds the same constant to $W_{\rm eff}$ at every thickness. It is set to zero here and can be added at the end.

## From the Fermi level to the screening equation

Deep in metal $i$ the electrons fill a band up to the Fermi energy $E_i=k_i^2/2$, measured from the band bottom, with $k_i$ the Fermi wavevector. If the local level is raised from $W_i$ to $U$, the band bottom rises by the same amount while the Fermi level stays fixed. The kinetic energy at the Fermi level is then $E_i+W_i-U$. Thomas-Fermi theory applies the uniform-gas relation at each point:
$$n(x)=\frac{[2(E_i+W_i-U)]^{3/2}}{3\pi^2}.$$

The charge density is $\rho=n_i-n$. The electrostatic potential $\phi$ obeys $(\varepsilon\phi')'=-4\pi\rho$, and an electron has energy $-\phi$, so
$$(\varepsilon U')'=4\pi(n_i-n).$$

Write $u=U-W_i$ for the deviation from the bulk level. For $|u|\ll E_i$ the density is expanded to first order, $n\simeq n_i-D_iu$, with
$$D_i=\frac{dn}{dE}\bigg|_{E_i}=\frac{3}{2}\cdot\frac{2\,(2E_i)^{1/2}}{3\pi^2}=\frac{k_i}{\pi^2}.$$
Then $n_i-n=D_iu$, and Poisson's equation becomes
$$u''=\kappa_i^2u,\qquad \kappa_i^2=\frac{4\pi D_i}{\varepsilon_i}=\frac{4k_i}{\pi\varepsilon_i}.$$
The sign is that of screening: where the level is raised, electrons leave, and the positive charge left behind confines the disturbance. The screening length is $1/\kappa_i$.

## Solving for the bilayer

In the inner metal the general solution is $A\cosh\kappa_1x+C\sinh\kappa_1x$. Zero field in the dielectric and continuity of the displacement $\varepsilon U'$ require $u_1'(0)=\kappa_1C=0$. In the cap the growing exponential is excluded. Hence
$$u_1=A\cosh\kappa_1x,\qquad u_2=B\,e^{-\kappa_2(x-t)},\qquad W_{\rm eff}=W_1+A.$$

The jump condition at $x=t$ reads $W_2+B=W_1+A\cosh\kappa_1t+\Delta$, or
$$A\cosh\kappa_1t-B=S,\qquad S=W_2-W_1-\Delta .$$
$S$ is the step that the two metals must screen between them. The contact dipole carries no net charge, so the displacement is continuous there too:
$$\varepsilon_1\kappa_1A\sinh\kappa_1t=-\varepsilon_2\kappa_2B .$$
With
$$r=\frac{\varepsilon_1\kappa_1}{\varepsilon_2\kappa_2}=\sqrt{\frac{\varepsilon_1k_1}{\varepsilon_2k_2}}$$
this gives $B=-rA\sinh\kappa_1t$. Substitution into the jump condition yields $A(\cosh\kappa_1t+r\sinh\kappa_1t)=S$, and therefore
$$\boxed{W_{\rm eff}(t)=W_1+\frac{S}{\cosh\kappa_1t+r\sinh\kappa_1t}}$$

For $S>0$ the solution has $A>0$ and $B<0$: the inner metal loses electrons and the cap gains them. The two charges form a dipole layer that carries the level from $W_{\rm eff}$ at the dielectric to $W_2$ in the cap, apart from the step $\Delta$.

## The exponential and its correction

Writing the hyperbolic functions as exponentials,
$$\cosh\kappa_1t+r\sinh\kappa_1t=\tfrac12\left[(1+r)e^{\kappa_1t}+(1-r)e^{-\kappa_1t}\right],$$
so that, without approximation within the linear theory,
$$W_{\rm eff}-W_1=\frac{2S}{1+r}\,\frac{e^{-\kappa_1t}}{1+\beta e^{-2\kappa_1t}},\qquad \beta=\frac{1-r}{1+r}.$$
This form is also the safer one to code, because nothing overflows at large $t$. Since $|\beta|<1$, the last denominator tends quickly to one, and
$$W_{\rm eff}\to W_1+\frac{2S}{1+r}e^{-\kappa_1t}\qquad(\kappa_1t\gg1).$$

The rate belongs to the inner metal alone. The cap enters through $S$ and $r$, that is, through the prefactor. The factor 2 comes from the dielectric side: a single decaying exponential would have a slope at $x=0$, and the zero-field condition adds its mirror image, which doubles the value there.

**Very thin film.** As $t\to0$ the boxed formula gives $W_1+S=W_2-\Delta$, the cap's value corrected for the contact dipole. If $\Delta\ne0$, this differs from the value $W_2$ of a cap with no inner metal, because the model keeps the whole contact dipole however thin the film is. To first order in $t$,
$$W_{\rm eff}\simeq W_1+S(1-r\kappa_1t).$$
The initial logarithmic slope is $r\kappa_1$, not $\kappa_1$. At any thickness it is
$$-\frac{d}{dt}\ln|W_{\rm eff}-W_1|=\kappa_1\frac{\sinh\kappa_1t+r\cosh\kappa_1t}{\cosh\kappa_1t+r\sinh\kappa_1t},$$
which runs from $r\kappa_1$ to $\kappa_1$. A screening length fitted to the thinnest films is therefore biased unless $r$ is close to one.

**Matched metals.** If $r=1$, then $\beta=0$ and the approach is a pure exponential at every $t$. If $r\ne1$, the term in $\beta$ is present and the exponential is asymptotic. Matching requires $\varepsilon_1k_1=\varepsilon_2k_2$; the work functions may still differ.

**Very different metals.** For $r\to0$ the cap screens much more strongly than the inner metal, nearly all of the step falls in the inner metal, and the prefactor tends to $2S$. For $r\gg1$ the cap takes up most of the step once $r\tanh\kappa_1t\gg1$, and the prefactor falls as $2S/r$.

## Thickness for a given residue

Let $\eta>0$ be the acceptable value of $|W_{\rm eff}-W_1|$, with $\eta<|S|$. If $\eta$ is small enough that the resulting thickness satisfies $\kappa_1t^*\gg1$, the asymptotic form gives
$$t^*=\frac1{\kappa_1}\ln\frac{2|S|}{(1+r)\eta}.$$
The full linear formula can also be inverted, and the result holds for every $\eta<|S|$. With $y=e^{\kappa_1t}$ and $q=|S|/\eta$, the condition is $(1+r)y^2-2qy+(1-r)=0$. The root with $y>1$ is
$$y=\frac{q+\sqrt{q^2-1+r^2}}{1+r},\qquad t=\frac{\ln y}{\kappa_1}.$$
The product of the two roots is $\beta$, whose magnitude is below one, so the other root has $|y|<1$ and is discarded.

## When the dielectric carries a field

Away from flat band, let $u_1'(0)=g$, where $\varepsilon_1g$ equals the displacement-like quantity $\varepsilon U'$ on the dielectric side. The inner solution becomes $u_1=A\cosh\kappa_1x+(g/\kappa_1)\sinh\kappa_1x$. The same two matching conditions give
$$A=\frac{S-(g/\kappa_1)(\sinh\kappa_1t+r\cosh\kappa_1t)}{\cosh\kappa_1t+r\sinh\kappa_1t}.$$
In linear theory the field adds a term proportional to $g$ and leaves the response to $S$ unchanged. For a thick inner metal the added term is $-g/\kappa_1$, the potential drop across one screening length. It acts as a capacitance in series with the dielectric and should not be counted as a change of work function.

## Worked example

The parameters are round model values and do not represent a named material: $W_1=0.16$ and $W_2=0.18$ hartree, density radii 2 bohr (inner) and 3 bohr (cap), $\varepsilon_1=\varepsilon_2=1$, $\Delta=0$. Thus $S=0.02$ hartree. The value $\Delta=0$ is a choice, not a result of the model. For two bare jellia with a continuous electrostatic potential, $U$ would jump by the difference of the two offsets, and the step to be screened would be $S=E_1-E_2=0.26$ hartree whatever the work functions; $\Delta=0$ assumes a short-range contact dipole that cancels nearly all of this mismatch. For real metals $\Delta$ must come from an interface calculation. The density radius $r_s$ is the radius of a sphere that holds one electron on average, $\tfrac{4}{3}\pi r_s^3n=1$. With $n=k^3/(3\pi^2)$ this gives $k=(9\pi/4)^{1/3}/r_s=1.919/r_s$. The Fermi wavevectors are $k_1=0.9596$ and $k_2=0.6397$ bohr$^{-1}$, so
$$\kappa_1=\sqrt{4(0.9596)/\pi}=1.105\ \text{bohr}^{-1},\qquad \kappa_2=0.9025\ \text{bohr}^{-1},$$
$$r=1.1053/0.9025=1.225,\qquad 2/(1+r)=0.899 .$$
The screening length of the inner metal is 0.905 bohr, or 0.048 nm.

At $t=2$ bohr, $e^{-\kappa_1t}=e^{-2.211}=0.1096$. The asymptotic shift is $0.02\times0.899\times0.1096=0.00197$ hartree, so $W_{\rm eff}=0.1620$ hartree, or 4.41 eV, between 4.35 eV for the inner metal and 4.90 eV for the cap. The correction is small: $\beta=-0.225/2.225=-0.101$ and $e^{-2\kappa_1t}=0.012$, so the asymptotic form is low by about 0.1% of the shift. At $t=0.5$ bohr, $e^{-2\kappa_1t}=0.331$ and it is low by about 3% of the shift.

For a residue of 0.0005 hartree (13.6 meV),
$$t^*=\frac{\ln(0.899\times0.02/0.0005)}{1.105}=\frac{\ln 35.96}{1.105}=3.24\ \text{bohr}=0.17\ \text{nm}.$$
The full linear formula gives the same thickness to this accuracy.

These thicknesses are below or near the spacing of atomic layers in a metal, roughly 4 bohr. A uniform background is a poor picture of a film that thin. The practical reading is that, within this model, one complete layer already brings $W_{\rm eff}$ close to $W_1$: at 4 bohr the remaining shift is 0.0002 hartree, about 1% of $S$. This residue is a Thomas-Fermi figure only; quantum size oscillations at this thickness can be ten times larger and of either sign.

## Finite steps: the prefactor moves, the rate does not

The linear equation needs $|u|\ll E_i$. Here $S/E_1=0.02/0.4604=0.04$ and $S/E_2=0.02/0.2046=0.10$, so a small correction is expected. It can be found for a thick inner film.

To second order in $u$ the density expansion gives
$$u''=\kappa_i^2\left(u-\frac{u^2}{4E_i}\right).$$
Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:
$$u'^2=\kappa_i^2u^2\left(1-\frac{u}{6E_i}\right)\quad\Rightarrow\quad |u'|\simeq\kappa_i|u|\left(1-\frac{u}{12E_i}\right).$$
At the contact let $u_1=p$ and $u_2=-v$, so that $p+v=S$. Continuity of displacement, divided by $\varepsilon_2\kappa_2$, is
$$r\,p\left(1-\frac{p}{12E_1}\right)=v\left(1+\frac{v}{12E_2}\right).$$
At lowest order $p_0=S/(1+r)$ and $v_0=rp_0$. At next order, with $\delta v=-\delta p$,
$$(1+r)\,\delta p=\frac{r\,p_0^2}{12E_1}+\frac{r^2p_0^2}{12E_2}.$$

The prefactor depends on the far tail, not on $p$ itself. With $s=t-x$ the distance from the contact, try $u_1=ae^{-\kappa_1s}+be^{-2\kappa_1s}$. The terms in $e^{-2\kappa_1s}$ require $4b=b-a^2/(4E_1)$, so $b=-a^2/(12E_1)$. Setting $s=0$ gives $a\simeq p+p^2/(12E_1)$. Adding the two corrections,
$$\frac{\delta a}{p_0}=\frac{S}{12(1+r)^2}\left[\frac{1+2r}{E_1}+\frac{r^2}{E_2}\right].$$
Near the dielectric the tail is weak, obeys the linear equation and is doubled as before, so this is also the relative change of the prefactor. In the example it is
$$\frac{0.02}{12(2.225)^2}\left[\frac{3.449}{0.4604}+\frac{1.500}{0.2046}\right]=0.0050 .$$

A numerical solution of the full nonlinear equation gives a shift of 0.50%, and 0.25% when $S$ is halved, as a first-order effect should. Its decay rate between 5 and 7 bohr is 1.105 bohr$^{-1}$, equal to $\kappa_1$ at the accuracy quoted. The same solver, used with small steps of both signs, tests the boxed formula for unequal permittivities and nonzero $\Delta$; the largest relative error in the response to $S$ is $2\times10^{-5}$.

## What Thomas-Fermi theory leaves out

Thomas-Fermi theory treats the density as a local function of $U$. For a disturbance of wavevector $q$ in a uniform gas with $\varepsilon=1$, linear response of independent electrons replaces $\kappa^2$ by $\kappa^2F(q/2k)$, where
$$F(z)=\frac12+\frac{1-z^2}{4z}\ln\left|\frac{1+z}{1-z}\right|$$
is the Lindhard function. The potential of a sheet of unit charge is then
$$\phi(x)=4\int_0^\infty\frac{\cos qx}{q^2+\kappa^2F(q/2k)}\,dq .$$
With $F=1$ this is the Thomas-Fermi result $2\pi e^{-\kappa x}/\kappa$.

The sharp Fermi surface makes $F$ singular at $q=2k$. With $s=q-2k$, the singular part of $F$ is $s\ln|s|/(4k)$, and that of the integrand's fraction is
$$-\frac{\kappa^2}{4kQ^2}\,s\ln|s|,\qquad Q=4k^2+\frac{\kappa^2}{2}.$$
At large $x$ the Fourier integral of $\ln|s|$ is $-\pi/x$. A factor $s$ acts as $-i\,d/dx$, which gives $-i\pi/x^2$. Multiplying by $e^{2ikx}$ and taking the real part gives $\pi\sin(2kx)/x^2$. The tail is therefore
$$\phi(x)\to-\frac{\pi\kappa^2\sin(2kx)}{k\,x^2Q^2}.$$
Direct quadrature agrees with it to within 3% at two large distances.

A power law eventually exceeds an exponential. For the inner metal the envelope of this tail equals the Thomas-Fermi exponential at 6.3 bohr. That distance is a scale, not a sharp boundary: the Lindhard potential is already 10% below the Thomas-Fermi one at 2 bohr and 27% below at 4 bohr, and at 8 bohr it has the opposite sign. These figures describe a charged sheet in a bulk metal, not the bilayer. In the bilayer, electrons are also reflected at the contact, where the band bottoms do not match, and this makes $W_{\rm eff}$ oscillate with thickness with a period near $\pi/k_1=3.3$ bohr; the reflection does not vanish with $S$. In self-consistent Kohn-Sham jellium with these two densities and vacuum outside, $W_{\rm eff}-W_1$ changes sign by 1 bohr and swings by 0.05 to 0.09 eV, 10 to 20% of $W_2-W_1$, out to 6 bohr. The rate is also model-dependent: the exponential part of the Lindhard response decays at 1.17 bohr$^{-1}$, and local exchange and correlation raise the long-wavelength $\kappa_1$ to about 1.38 bohr$^{-1}$. The exponential therefore gives only the length scale, a few bohr, over which the cap is mostly screened, not the size or sign of the residue.

## Transitions over nanometres

Suppose that a decay length $\lambda=0.5$ nm is extracted from a thickness series. Setting $\kappa_1=1/\lambda$ gives
$$k_1=\frac{\pi\varepsilon_1}{4\lambda^2},\qquad n_1=\frac{k_1^3}{3\pi^2}\propto\frac{\varepsilon_1^3}{\lambda^6}.$$
The required density is $1.6\times10^{17}$ cm$^{-3}$ for $\varepsilon_1=1$ and $1.6\times10^{20}$ cm$^{-3}$ for $\varepsilon_1=10$, against $2.0\times10^{23}$ cm$^{-3}$ in the example. These densities assume the free-electron mass; with a band mass $m^*$ they scale as $(\varepsilon_1/m^*)^3$, and $\varepsilon_1=10$, $m^*=0.3$ gives $6\times10^{21}$ cm$^{-3}$. In the two dilute free-electron gases a step of 0.02 hartree would also exceed the Fermi energy, so the linear theory would not apply. For a good metal, Thomas-Fermi screening in a uniform film does not explain such a length.

Uneven coverage can lengthen the decay. Let atomic layers of thickness $d$ be deposited at random, so that the local number of layers $N$ has a Poisson distribution with mean $\bar t/d$. Take patches wide enough to be screened independently, yet narrow compared with the dielectric thickness, so that the far side sees their average. For $r=1$,
$$\langle e^{-\kappa_1dN}\rangle=\exp\left[-\frac{\bar t}{d}\left(1-e^{-\kappa_1d}\right)\right].$$
The apparent decay length is $d/(1-e^{-\kappa_1d})$, which is larger than $d$ however short the screening length is. When $\kappa_1d\gg1$, the thickness series mainly measures how the film covers the surface. For $d=4$ bohr and the $\kappa_1$ of the example, the apparent length is 4.05 bohr, or 0.21 nm. This is over four times the screening length but still short of 0.5 nm; in this picture, reaching 0.5 nm would take random deposition in blocks two or three layers high. Intermixing of the metals and chemical changes at the dielectric are further candidates; this model does not contain them, and a fitted exponential alone does not tell them apart. The full numerical output follows.

## Table of computed values

```
W1 = 0.1600 hartree, W2 = 0.1800 hartree, S = 0.0200 hartree
rs inner = 2.0 bohr, rs cap = 3.0 bohr
kF inner = 0.9596 1/bohr, kF cap = 0.6397 1/bohr
EF inner = 0.4604 hartree, EF cap = 0.2046 hartree
kappa inner = 1.1053 1/bohr, kappa cap = 0.9025 1/bohr
screening length inner = 0.9047 bohr = 0.0479 nm
screening length cap = 1.1080 bohr
r = 1.2247, linear prefactor 2/(1+r) = 0.8990
W_eff in hartree: t/bohr, linear, asymptotic, nonlinear
  0.5  0.170704  0.170346  0.170748
  1.0  0.166020  0.165953  0.166051
  2.0  0.161973  0.161971  0.161984
  4.0  0.160216  0.160216  0.160217
  6.0  0.160024  0.160024  0.160024
linear W_eff at t = 2.0 bohr: 4.4075 eV
W1 = 4.3538 eV, W2 = 4.8980 eV
nonlinear decay rate, t = 5 to 7 bohr: 1.1053 1/bohr
nonlinear prefactor = 0.9035
relative prefactor shift: S 0.501 %, S/2 0.252 %
residue eta = 0.0005 hartree = 13.61 meV
t* = 3.2410 bohr = 0.1715 nm
t from full linear formula = 3.2411 bohr
nonlinear residue at t* = 0.000503 hartree
sheet potential / TF value at x=0: x/bohr, TF, Lindhard
  1.0  0.331099  0.324799
  2.0  0.109626  0.098948
  4.0  0.012018  0.008733
  6.0  0.001317  0.001901
  8.0  0.000144  -0.000295
  10.0  0.000016  0.000002
Friedel envelope = TF exponential at x = 6.28 bohr
inner-metal density = 2.014e+23 cm^-3
density for 0.5 nm decay, eps = 1: 1.552e+17 cm^-3
density for 0.5 nm decay, eps = 10: 1.552e+20 cm^-3
largest relative error of linear formula = 2.1e-05
largest relative error of pure exponential, r=1: 7.4e-06
```
